**Energy and survival of cathode-born O⁻ in an oxide magnetron**

An O⁻ ion born at the target with energy W₀ reaches the substrate with W₀ + e(Vₛ − Vₜ), where Vₛ and Vₜ are the substrate and target potentials. The program asserts this by integrating trajectories through the full potential and magnetic field, and it asserts that a 1 eV ion born in the plasma is turned back. It compares Child's sheath formula with a numerical solution of Poisson's equation. The energy transfer from the scattering integral is compared with direct two-atom motion, and the stopping cross-section with the published ZBL fit. Monte Carlo transport tests the estimates of gas loss. For −400 V on the target and argon at 4 mTorr, the ion arrives with 404 eV before gas losses, and the mean loss over 7 cm is about 19 eV. Of the launched atoms, 98% cross the plane at 7 cm with more than 50 eV, and 44% do so at 100 cm. The negative-ion fraction, detachment cross-section and displacement threshold are rough inputs, not computed results.

## Verification by program

```python
"""Negative oxygen ions in a DC oxide magnetron.

Result under test: an O- ion born at the target with energy W0 reaches the
substrate with W0 + e(Vs - Vt), close to the full cathode drop, and thin gas
removes little of it. An ion born in the bulk plasma is held back instead.
Symbols: Vt, Vedge, Vp, Vs = potentials of target, cathode sheath edge, bulk
plasma, substrate; x = distance from target; b = impact parameter;
theta = centre-of-mass scattering angle; gamma = maximum energy transfer
fraction; n = gas density. Collisions use the ZBL universal potential.
Energies are in eV; lengths in m for the discharge and angstrom for collisions.
"""
import numpy as np
from scipy import constants as C
from scipy.integrate import solve_ivp, quad
from scipy.interpolate import RectBivariateSpline
from scipy.optimize import brentq

q, me, eps0 = C.e, C.m_e, C.epsilon_0
amu = C.atomic_mass
A_O, A_Ar, A_Zn = 15.999, 39.948, 65.38
mO, mAr = A_O * amu, A_Ar * amu

# Chosen inputs: rough regime of DC sputtering from Al-doped ZnO
Vt, Vedge, Vp, Vs = -400.0, -20.0, 5.0, 0.0
W0 = 4.0                      # emission energy, eV, launched at 45 degrees
distance = 0.07               # target to substrate, m
presheath = 0.015             # m
substrate_sheath = 2e-4       # m
J = 100.0                     # argon ion current density, A/m2
B0, LB = 0.04, 0.015          # surface field, T, and decay length, m
p_mTorr, Tgas = 4.0, 300.0
sigma_det = 6e-20             # electron detachment cross-section, m2
affinity = 1.5                # rough electron affinity of O, eV
threshold = 50.0              # rough displacement threshold, eV
ion_fraction = 0.01           # fast O per deposited atom
argon_ratio = 1.0             # slow Ar+ per deposited atom
U_surface = 3.0               # surface binding energy, eV

n = p_mTorr * 1e-3 * C.torr / (C.k * Tgas)
Vsh = Vedge - Vt


def max_transfer(m1, m2):
    return 4 * m1 * m2 / (m1 + m2)**2


# ---------- cathode sheath: Child formula against Poisson's equation ----------
s = np.sqrt(4 * eps0 / (9 * J) * np.sqrt(2 * q / mAr)) * Vsh**0.75
entry = 1e-3                  # small ion entry energy, eV, keeps density finite


def poisson(y_mm, state):
    drop = max(state[0], 0.0)
    speed = np.sqrt(2 * q * (drop + entry) / mAr)
    return [state[1], J / (eps0 * speed) * 1e-6]


def tenth_drop(y, state):
    return state[0] - 0.1 * Vsh


def full_drop(y, state):
    return state[0] - Vsh


full_drop.terminal = True
sheath_run = solve_ivp(poisson, (0, 5), [0, 0], events=[tenth_drop, full_drop],
                       rtol=1e-8, atol=1e-10)
s_num = sheath_run.t_events[1][0] * 1e-3
x90_num = s_num - sheath_run.t_events[0][0] * 1e-3
x90 = s * (1 - 0.1**0.75)
# The finite entry energy shifts the thickness by well below two per cent
assert abs(s_num / s - 1) < 0.02
assert abs(x90_num / x90 - 1) < 0.02


# ---------- trajectories through the whole discharge ----------
def potential(x):
    if x < s:
        return Vedge - Vsh * max(1 - x / s, 0.0)**(4 / 3)
    if x < s + presheath:
        return Vedge + (Vp - Vedge) * (x - s) / presheath
    start = distance - substrate_sheath
    if x < start:
        return Vp
    return Vp - (Vp - Vs) * ((x - start) / substrate_sheath)**(4 / 3)


def electric_field(x):
    if x < s:
        return -4 / 3 * Vsh / s * max(1 - x / s, 0.0)**(1 / 3)
    if x < s + presheath:
        return -(Vp - Vedge) / presheath
    start = distance - substrate_sheath
    if x < start:
        return 0.0
    u = (x - start) / substrate_sheath
    return 4 / 3 * (Vp - Vs) / substrate_sheath * u**(1 / 3)


def motion(t, y):
    x, z, vx, vz = y
    B = B0 * np.exp(-x / LB)
    return [vx, vz, -q / mO * (electric_field(x) - vz * B), -q / mO * vx * B]


def at_substrate(t, y):
    return y[0] - distance


def at_sheath_edge(t, y):
    return y[0] - s


at_substrate.terminal = True
at_substrate.direction = 1


def fly(x0, energy, angle, t_end, max_step):
    v = np.sqrt(2 * q * energy / mO)
    y0 = [x0, 0, v * np.cos(angle), -v * np.sin(angle)]
    return solve_ivp(motion, (0, t_end), y0, events=[at_substrate, at_sheath_edge],
                     rtol=1e-8, atol=[1e-11, 1e-11, 1e-4, 1e-4],
                     max_step=max_step)


def kinetic(y):
    return 0.5 * mO * (y[2]**2 + y[3]**2) / q


arrivals = []
for x0 in (0.0, s / 2, s + presheath / 2):
    run = fly(x0, W0, np.pi / 4, 2e-5, 1e-9)
    assert len(run.t_events[0]) == 1
    predicted = W0 + Vs - potential(x0)
    assert abs(kinetic(run.y_events[0][0]) - predicted) < 0.1
    arrivals.append(predicted)
    if x0 == 0.0:
        surface_run = run
E_ion = arrivals[0]
E_bulk = W0 + Vp - Vt

# A slow plasma-born ion meets the substrate barrier and returns
trapped = fly(0.03, 1.0, 0.0, 4e-5, 1.5e-8)
assert len(trapped.t_events[0]) == 0
assert trapped.y[0].max() > distance - substrate_sheath
# One with more energy than the barrier does arrive
escaping = fly(0.03, 7.0, 0.0, 4e-5, 5e-9)
assert len(escaping.t_events[0]) == 1
assert abs(kinetic(escaping.y_events[0][0]) - (7 - (Vp - Vs))) < 0.1

# Transverse momentum and sheath transit time
p_launch = np.sqrt(2 * mO * q * W0) * np.sin(np.pi / 4)
p_mag = q * B0 * LB * (1 - np.exp(-distance / LB))
hit = surface_run.y_events[0][0]
assert abs(mO * abs(hit[3]) / (p_launch + p_mag) - 1) < 1e-3
p_total = np.sqrt(2 * mO * q * E_ion)
angle_launch = np.degrees(np.arcsin(p_launch / p_total))
angle_mag = np.degrees(np.arcsin(p_mag / p_total))
offset_mm = abs(hit[1]) * 1e3
transit = quad(lambda x: 1 / np.sqrt(2 * q / mO * (W0 / 2 + potential(x) - Vt)),
               0, s)[0]
assert abs(surface_run.t_events[1][0] / transit - 1) < 0.01
r_O = np.sqrt(2 * mO * q * Vsh) / (q * B0)
r_e = np.sqrt(2 * me * q * Vsh) / (q * B0)

# ---------- O on Ar collisions in the ZBL universal potential ----------
Z1, Z2 = 8, 18
zsum = Z1**0.23 + Z2**0.23
a0 = C.physical_constants['Bohr radius'][0] * 1e10
screen = 0.8854 * a0 / zsum
coulomb = q / (4 * np.pi * eps0) * 1e10
weights = np.array([0.18175, 0.50986, 0.28022, 0.02817])
rates = np.array([3.19980, 0.94229, 0.40290, 0.20162])
gamma = max_transfer(A_O, A_Ar)


def zbl(r):
    x = r / screen
    phi = sum(w * np.exp(-k * x) for w, k in zip(weights, rates))
    return coulomb * Z1 * Z2 / r * phi


nodes, node_weights = np.polynomial.legendre.leggauss(48)
phi_nodes = (nodes + 1) * np.pi / 4
phi_weights = node_weights * np.pi / 4


def sin2_half(E, b):
    """sin^2(theta/2) from the classical scattering integral."""
    E, b = np.broadcast_arrays(np.asarray(E, float), np.asarray(b, float))
    Ec = E * A_Ar / (A_O + A_Ar)
    low, high = np.full(E.shape, np.log(1e-4)), np.full(E.shape, np.log(30.0))
    for _ in range(60):
        mid = (low + high) / 2
        r = np.exp(mid)
        outside = 1 - zbl(r) / Ec - (b / r)**2 > 0
        high = np.where(outside, mid, high)
        low = np.where(outside, low, mid)
    rmin = np.exp(high)
    u = np.sin(phi_nodes)
    F = (1 - zbl(rmin[..., None] / u) / Ec[..., None]
         - (b / rmin)[..., None]**2 * u**2)
    integral = np.sum(phi_weights * np.cos(phi_nodes) / np.sqrt(F), axis=-1)
    theta = np.pi - 2 * b / rmin * integral
    return np.sin(theta / 2)**2


# Direct motion of both atoms in the laboratory; masses in amu, lengths in A
def two_atoms(t, y):
    d = y[0:2] - y[2:4]
    r = np.hypot(*d)
    x = r / screen
    e = weights * np.exp(-rates * x)
    slope = -coulomb * Z1 * Z2 * (e.sum() / r**2
                                  + (rates * e).sum() / (screen * r))
    force = -slope * d / r
    return np.concatenate([y[4:8], force / A_O, -force / A_Ar])


for b_test in (0.2, 0.5, 0.9):
    v = np.sqrt(2 * E_bulk / A_O)
    start = np.array([-8, b_test, 0, 0, v, 0, 0, 0], float)
    pair = solve_ivp(two_atoms, (0, 24 / v), start, rtol=1e-9, atol=1e-11)
    gained = 0.5 * A_Ar * np.sum(pair.y[6:8, -1]**2)
    expected = gamma * E_bulk * float(sin2_half(E_bulk, b_test))
    assert abs(gained / expected - 1) < 0.01

b_max = 3.0
b_grid = np.linspace(0, b_max, 151)
stop_A2 = gamma * E_bulk * np.trapezoid(
    2 * np.pi * b_grid * sin2_half(E_bulk, b_grid), b_grid) \
    if hasattr(np, 'trapezoid') else gamma * E_bulk * np.trapz(
    2 * np.pi * b_grid * sin2_half(E_bulk, b_grid), b_grid)
stop_cm2 = stop_A2 * 1e-16
# Published ZBL fit for reduced nuclear stopping; the fit itself is approximate
eps = 32.53 * A_Ar * E_bulk * 1e-3 / (Z1 * Z2 * (A_O + A_Ar) * zsum)
reduced = np.log(1 + 1.1383 * eps) / (
    2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * eps**0.5))
stop_fit = 8.462e-15 * Z1 * Z2 * A_O / ((A_O + A_Ar) * zsum) * reduced
assert abs(stop_cm2 / stop_fit - 1) < 0.10

n_cm3 = n * 1e-6
d_cm = distance * 100
loss_mean = n_cm3 * stop_cm2 * d_cm
b10 = brentq(lambda b: gamma * float(sin2_half(E_bulk, b)) - 0.1, 0.01, 2)
sigma10 = np.pi * b10**2 * 1e-16
no_hard = np.exp(-n_cm3 * sigma10 * d_cm)

# ---------- Monte Carlo transport with angular scattering ----------
E_grid = np.geomspace(8, 450, 24)
table = RectBivariateSpline(np.log(E_grid), b_grid,
                            sin2_half(E_grid[:, None], b_grid[None, :]))
free_path = 1 / (n_cm3 * np.pi * b_max**2 * 1e-16)
rng = np.random.default_rng(7)


def transport(length, count):
    """Return energies reaching the plane and the mean energy lost by all."""
    E, z, c = np.full(count, E_bulk), np.zeros(count), np.ones(count)
    reached, residual = [], 0.0
    while E.size:
        z = z + c * rng.exponential(free_path, E.size)
        through = z >= length
        reached.append(E[through])
        inside = (z > 0) & ~through
        residual += E[~inside].sum()
        E, z, c = E[inside], z[inside], c[inside]
        if not E.size:
            break
        b = b_max * np.sqrt(rng.random(E.size))
        s2 = np.clip(table.ev(np.log(E), b), 0, 1)
        ct = 1 - 2 * s2
        cp = (A_O + A_Ar * ct) / np.sqrt(A_O**2 + A_Ar**2 + 2 * A_O * A_Ar * ct)
        cp = np.clip(cp, -1, 1)
        az = np.cos(2 * np.pi * rng.random(E.size))
        c = np.clip(c * cp + np.sqrt((1 - c**2) * (1 - cp**2)) * az, -1, 1)
        E = E * (1 - gamma * s2)
        keep = E > 10
        residual += E[~keep].sum()
        E, z, c = E[keep], z[keep], c[keep]
    return np.concatenate(reached), E_bulk - residual / count


count = 40000
results = {}
for length in (d_cm, 30.0, 100.0):
    energies, lost = transport(length, count)
    results[length] = (np.sum(energies > threshold) / count,
                       np.sum(energies > 0.9 * E_bulk) / count, lost)
above7, keep7, lost7 = results[d_cm]
# First-order loss omits path bending and repeated hard collisions
assert abs(lost7 / loss_mean - 1) < 0.15
# Several soft collisions can also remove a tenth, so the estimate is a ceiling
assert no_hard - 0.08 < keep7 < no_hard + 0.01
assert above7 > 0.8
assert above7 > results[30.0][0] > results[100.0][0]

# ---------- damage comparison and neglected effects ----------
recoil_O_Zn = max_transfer(A_O, A_Zn) * E_ion
recoil_Ar_Zn = max_transfer(A_Ar, A_Zn) * (Vp - Vs)
recoil_e_O = max_transfer(me, mO) * Vsh
assert recoil_O_Zn > threshold > recoil_Ar_Zn > recoil_e_O
early = 1 - np.exp(-n * sigma_det * x90)
neutral = 1 - np.exp(-n * sigma_det * distance)
electron_share = me / mO * E_bulk
v_ratio = np.sqrt(2 * q * E_bulk / mO) / (C.alpha * C.c)
stop_el = (8 * np.pi * coulomb * a0 * Z1**(1 / 6) * Z1 * Z2
           / (Z1**(2 / 3) + Z2**(2 / 3))**1.5 * v_ratio * 1e-16)
loss_el = n_cm3 * stop_el * d_cm
reflected = (1 - max_transfer(A_Ar, A_Zn)) * (Vp - Vt)
E_cut = max_transfer(A_Ar, A_Zn) * (Vp - Vt)


def sputtered(E):
    return E / (E + U_surface)**3 * (1 - np.sqrt((E + U_surface) / E_cut))


top = E_cut - U_surface
norm = quad(sputtered, 0, top, points=[1, 10, 50])[0]
tail50 = quad(sputtered, 50, top)[0] / norm
tail200 = quad(sputtered, 200, top)[0] / norm


def show(label, value, unit='', digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Target potential", Vt, "V")
show("Sheath edge potential", Vedge, "V")
show("Plasma potential", Vp, "V")
show("Substrate potential", Vs, "V")
show("Emission energy at 45 deg", W0, "eV")
show("Target-substrate distance", d_cm, "cm")
show("Presheath length", presheath * 100, "cm")
show("Argon pressure", p_mTorr, "mTorr")
show("Gas temperature", Tgas, "K")
show("Gas density", n_cm3, "cm^-3")
show("Ion current density", J / 10, "mA/cm2")
show("Cathode sheath drop", Vsh, "V")
show("Sheath thickness, Child", s * 1e3, "mm", 3)
show("Sheath thickness, Poisson", s_num * 1e3, "mm", 3)
show("Depth for 90% of sheath drop", x90 * 1e3, "mm", 3)
show("Arrival energy, surface-born ion", E_ion, "eV")
show("Arrival energy, mid-sheath-born ion", arrivals[1], "eV")
show("Arrival energy, mid-presheath-born ion", arrivals[2], "eV")
show("Energy in bulk plasma", E_bulk, "eV")
show("Detachment cross-section", sigma_det * 1e4, "cm2")
show("Detached before 90% sheath gain", early * 100, "%", 2)
show("Detached by substrate distance", neutral * 100, "%", 3)
show("Electron share in detachment", electron_share, "eV", 2)
show("Electron affinity, rough input", affinity, "eV")
show("Surface magnetic field", B0 * 1e3, "mT")
show("Magnetic decay length", LB * 100, "cm")
show("O- gyroradius at sheath energy", r_O * 100, "cm", 3)
show("Electron gyroradius at sheath energy", r_e * 100, "cm", 2)
show("Angle from emission alone", angle_launch, "deg", 2)
show("Angle from magnet alone", angle_mag, "deg", 2)
show("Landing offset, both adding", offset_mm, "mm", 2)
show("O- sheath transit time", transit * 1e9, "ns", 3)
show("Period at 13.56 MHz", 1e3 / 13.56, "ns", 3)
show("Stopping cross-section, integral", stop_cm2, "eV cm2", 3)
show("Stopping cross-section, ZBL fit", stop_fit, "eV cm2", 3)
show("Mean gas loss at 7 cm, formula", loss_mean, "eV", 3)
show("Mean gas loss at 7 cm, Monte Carlo", lost7, "eV", 3)
show("Cross-section for >10% single loss", sigma10, "cm2", 3)
show("No such collision in 7 cm", no_hard * 100, "%", 3)
show("Reach 7 cm with >90% energy", keep7 * 100, "%", 3)
for length in results:
    show(f"Reach {length:.0f} cm above threshold", results[length][0] * 100, "%", 3)
show("Displacement threshold, rough input", threshold, "eV")
show("Maximum Zn recoil from O", recoil_O_Zn, "eV", 3)
show("Maximum Zn recoil from slow Ar+", recoil_Ar_Zn, "eV", 2)
show("Maximum O recoil from electron", recoil_e_O, "eV", 2)
show("Fast O per deposited atom, input", ion_fraction)
show("Fast O energy per deposited atom", ion_fraction * E_ion, "eV", 3)
show("Slow Ar+ per deposited atom, input", argon_ratio)
show("Slow Ar+ energy per deposited atom", argon_ratio * (Vp - Vs), "eV", 3)
show("Electronic gas loss at 7 cm", loss_el, "eV", 2)
show("Head-on Ar reflection from Zn", reflected, "eV", 2)
show("Surface binding energy, rough input", U_surface, "eV")
show("Sputtered atoms above 50 eV, estimate", tail50 * 100, "%", 2)
show("Sputtered atoms above 200 eV, estimate", tail200 * 100, "%", 2)
print("all tests passed")
```

Running it gives:

```
Target potential: -400 V
Sheath edge potential: -20 V
Plasma potential: 5 V
Substrate potential: 0 V
Emission energy at 45 deg: 4 eV
Target-substrate distance: 7 cm
Presheath length: 1.5 cm
Argon pressure: 4 mTorr
Gas temperature: 300 K
Gas density: 1.288e+14 cm^-3
Ion current density: 10 mA/cm2
Cathode sheath drop: 380 V
Sheath thickness, Child: 0.8 mm
Sheath thickness, Poisson: 0.802 mm
Depth for 90% of sheath drop: 0.658 mm
Arrival energy, surface-born ion: 404 eV
Arrival energy, mid-sheath-born ion: 174.8 eV
Arrival energy, mid-presheath-born ion: 11.5 eV
Energy in bulk plasma: 409 eV
Detachment cross-section: 6e-16 cm2
Detached before 90% sheath gain: 0.51 %
Detached by substrate distance: 41.8 %
Electron share in detachment: 0.014 eV
Electron affinity, rough input: 1.5 eV
Surface magnetic field: 40 mT
Magnetic decay length: 1.5 cm
O- gyroradius at sheath energy: 28.1 cm
Electron gyroradius at sheath energy: 0.16 cm
Angle from emission alone: 4 deg
Angle from magnet alone: 2.9 deg
Landing offset, both adding: 7.8 mm
O- sheath transit time: 20 ns
Period at 13.56 MHz: 73.7 ns
Stopping cross-section, integral: 2.01e-14 eV cm2
Stopping cross-section, ZBL fit: 2.01e-14 eV cm2
Mean gas loss at 7 cm, formula: 18.1 eV
Mean gas loss at 7 cm, Monte Carlo: 19.2 eV
Cross-section for >10% single loss: 1.27e-16 cm2
No such collision in 7 cm: 89.2 %
Reach 7 cm with >90% energy: 88.7 %
Reach 7 cm above threshold: 98 %
Reach 30 cm above threshold: 87.8 %
Reach 100 cm above threshold: 44 %
Displacement threshold, rough input: 50 eV
Maximum Zn recoil from O: 255 eV
Maximum Zn recoil from slow Ar+: 4.7 eV
Maximum O recoil from electron: 0.052 eV
Fast O per deposited atom, input: 0.01
Fast O energy per deposited atom: 4.04 eV
Slow Ar+ per deposited atom, input: 1
Slow Ar+ energy per deposited atom: 5 eV
Electronic gas loss at 7 cm: 3.1 eV
Head-on Ar reflection from Zn: 24 eV
Surface binding energy, rough input: 3 eV
Sputtered atoms above 50 eV, estimate: 5.5 %
Sputtered atoms above 200 eV, estimate: 0.27 %
all tests passed
```
